GIAO coupled-perturbed Hartree–Fock in a magnetic field: why only exchange couples

**A case with one amplitude**

Take two electrons in one real orbital φ_i, with one real virtual orbital φ_a, in a basis that does not depend on the field. In Hartree atomic units, a weak magnetic field B along axis k adds B L_k/2 to the Hamiltonian at first order. (The term in B² is of second order, and the spin term B S_k shifts the two spins oppositely without mixing spatial orbitals, so both are left out.) Since L = r×p with p = −i∇, its matrix element between real orbitals is imaginary; call it iBq, with q real. The orbital then mixes with an imaginary amplitude,

φ = φ_i + iBu φ_a,

and to first order the density matrix is

2φ(r)φ*(r′) = 2φ_i(r)φ_i(r′) + 2iBu[φ_a(r)φ_i(r′) − φ_i(r)φ_a(r′)].

The bracket is antisymmetric and vanishes at r = r′. The Coulomb potential depends on the density, which is the part at r = r′, so it does not respond. The exchange operator has the kernel −½D(r,r′)/|r−r′| and uses all pairs of points. Its first-order element between φ_a and φ_i is

−iBu[(aa|ii) − (ai|ai)].

Here (pq|rs) is the repulsion between the charge distributions φ_pφ_q and φ_rφ_s. Setting the first-order equation (ε_a−ε_i)iu + iq − iu[(aa|ii)−(ai|ai)] = 0 gives

[ε_a − ε_i − (aa|ii) + (ai|ai)] u = −q.

Exchange has changed the energy denominator. The general problem adds many amplitudes and a basis that moves with the field.

**Setting and theorem**

The electron has charge −1, so its kinetic momentum is π = p + A with A = ½B×(r−O), where O is the gauge origin. Each real basis function χ_μ belongs to a centre R_μ. The gauge-including atomic orbitals (GIAOs) are

ω_μ = exp(−iA_μ·r) χ_μ,  A_μ = ½B×(R_μ−O).

Indices i,j,k,l denote occupied orbitals and a,b virtual ones; k as a subscript on a vector product is the field direction. With coefficients C, the density matrix and Fock matrix are

D_σλ = 2Σ_i C_σi C_λi*,
F_μν = h_μν + Σ_σλ D_σλ[(μν|λσ) − ½(μσ|λν)],

where (μν|λσ) = ∫∫ω_μ*(1)ω_ν(1) r₁₂⁻¹ ω_λ*(2)ω_σ(2). Superscripts 0 and 1 mean the value and the derivative with respect to B_k at zero field. G⁰[X] is the two-electron part of F with zero-field integrals and density matrix X; G¹[X] is the same with differentiated integrals. Integrals written with orbital indices are zero-field integrals.

Assumptions:
(A1) closed-shell Hartree–Fock, fixed nuclei, a real local nuclear potential V, no spin-orbit coupling;
(A2) real zero-field orbitals with ε_a > ε_i for all pairs;
(A3) a solution differentiable in B at B = 0, and two nonsingular matrices,

M_ai,bj = (ε_a−ε_i)δ_abδ_ij + (aj|bi) − (ab|ij),
N_ai,bj = (ε_a−ε_i)δ_abδ_ij + 4(ai|bj) − (ab|ij) − (aj|bi).

**Theorem.** Under these assumptions:
(i) D¹ is imaginary and antisymmetric.
(ii) Its Coulomb response Σ_σλ D¹_σλ(μν|λσ)⁰ is zero.
(iii) Its virtual–occupied block is 2iu_ai, where u is real and solves

Σ_bj M_ai,bj u_bj = −q_ai,
iq_ai = h¹_ai + G¹[D⁰]_ai − ε_i S¹_ai + iΣ_kl s_kl(ak|li),

with S¹_kl = is_kl.

Statement (ii) concerns the response to D¹. A Coulomb term built from D⁰ remains inside G¹[D⁰], as shown below.

**Lemma 1: the first-order integrals are imaginary**

Acting on the phase, p gives −A_ν, so

πω_ν = exp(−iA_ν·r)(p − A_ν + A)χ_ν = exp(−iA_ν·r)(p + a_ν)χ_ν,  a_ν = ½B×(r−R_ν).

The origin O has cancelled in a_ν. The phases of bra and ket combine to exp[i(A_μ−A_ν)·r]. With R_μν = R_μ−R_ν,

(A_μ−A_ν)·r = ½(B×R_μν)·r = ½B·(R_μν×r),

from which O has cancelled too. Hence no matrix element depends on the gauge origin.

In ½(p+a_ν)² the linear term is ½(p·a_ν + a_ν·p) = a_ν·p, because a_ν has zero divergence. It equals ½B·[(r−R_ν)×p]. Differentiating phase and operator gives, with h⁰ = ½p²+V,

S¹_μν = (i/2)⟨χ_μ|(R_μν×r)_k|χ_ν⟩,
h¹_μν = (i/2)⟨χ_μ|(R_μν×r)_k h⁰|χ_ν⟩ + ½⟨χ_μ|[(r−R_ν)×p]_k|χ_ν⟩.

For (μν|λσ)¹, the factor

(i/2)[(R_μν×r₁)_k + (R_λσ×r₂)_k]

is inserted in the zero-field integral. All these quantities are imaginary: the first kind of term carries an explicit i, the second the i in p. Since S and h are Hermitian at every field, S¹ and h¹ are Hermitian as well. An imaginary Hermitian matrix X obeys X_νμ = X_μν* = −X_μν, so S¹ and h¹ are antisymmetric. ∎

**Lemma 2: the differentiated orbital equations**

The occupied orbitals obey FC_occ = SC_occΛ, where Λ is Hermitian and equals diag(ε_i) at zero field. Write C¹_i = Σ_p C⁰_p U_pi, with p running over all orbitals. Differentiation gives

F¹C⁰_occ + F⁰C¹_occ = S¹C⁰_occΛ⁰ + S⁰C¹_occΛ⁰ + S⁰C⁰_occΛ¹.

Multiply from the left by the transposed virtual orbital C⁰_a. The last term drops out by orthogonality. The others give F¹_ai + ε_aU_ai = ε_iS¹_ai + ε_iU_ai, or

(ε_a−ε_i)U_ai = −(F¹_ai − ε_iS¹_ai),  F¹ = h¹ + G¹[D⁰] + G⁰[D¹].  (1)

Differentiating the orthonormality condition C†SC = 1 gives

U_ij + U_ji* + S¹_ij = 0.

The derivative of D is 2Σ_i(C¹_iC⁰_i† + C⁰_iC¹_i†). In the orbital basis its blocks are therefore

D¹_ij = 2(U_ij+U_ji*) = −2S¹_ij,  D¹_ai = 2U_ai,  D¹_ia = 2U_ai*,  D¹_ab = 0.  (2)

The occupied block is fixed by the overlap; it is present because the basis changes with the field. No choice for the separate U_ij is needed. ∎

**Lemma 3: the real part of the amplitudes vanishes**

Put U_ai = x_ai + iu_ai with x and u real. In (1), the terms h¹, S¹ and G¹[D⁰] are imaginary by Lemma 1, since D⁰ is real. The contribution of the occupied block to G⁰[D¹] is imaginary too. The real part of (1) thus contains x alone. The real part of D¹ is

2Σ_bj x_bj(C_bC_jᵀ + C_jC_bᵀ).

Its Coulomb element between a and i is 2Σ_bj x_bj[(ai|jb)+(ai|bj)] = 4Σ_bj x_bj(ai|bj), because the integrals are real. Its exchange element is −Σ_bj x_bj[(ab|ji)+(aj|bi)]. Moving both to the left of (1) gives

Σ_bj N_ai,bj x_bj = 0.

N is nonsingular, so x = 0. ∎

**Proof of the theorem**

(i) With x = 0, the blocks (2) are D¹_ij = −2is_ij, D¹_ai = 2iu_ai and D¹_ia = −2iu_ai. The matrix s is real and antisymmetric, so D¹ is imaginary and antisymmetric in the orbital basis. The transformation to the GIAO basis, D¹ → C⁰D¹C⁰ᵀ with real C⁰, preserves both properties.

(ii) At zero field the functions are real, so (μν|λσ)⁰ = (μν|σλ)⁰. Exchange the names σ and λ in the Coulomb sum:

Σ_σλ D¹_σλ(μν|λσ)⁰ = Σ_σλ D¹_λσ(μν|σλ)⁰ = −Σ_σλ D¹_σλ(μν|λσ)⁰.

The sum equals its own negative and is zero. In the exchange sum, renaming turns (μσ|λν)⁰ into (μλ|σν)⁰, which is in general a different integral: σ is now paired with ν instead of μ. It is the (ν,μ) element of the same exchange matrix. The renaming therefore shows that the exchange response is antisymmetric, not that it vanishes.

(iii) What remains of G⁰[D¹]_ai is −½Σ_σλ D¹_σλ(aσ|λi). The virtual–occupied blocks contribute

−½·2iΣ_bj u_bj[(ab|ji) − (aj|bi)] = iΣ_bj u_bj[(aj|bi) − (ab|ij)].

The occupied block contributes

−½·(−2i)Σ_kl s_kl(ak|li) = iΣ_kl s_kl(ak|li).

Insert both in (1), move the first to the left side and divide by i. This is the equation in (iii), and M is nonsingular by (A3), so u is unique. ∎

**Remark 1: the Coulomb term that stays**

G¹[D⁰] has two Coulomb parts. When the phase belongs to the density pair, the sum is

(i/2)Σ_σλ D⁰_σλ∫∫χ_μχ_ν(1) r₁₂⁻¹ (R_λσ×r₂)_k χ_λχ_σ(2).

D⁰ is symmetric and R_λσ antisymmetric in λ and σ, so this is zero. When the phase belongs to the Fock pair, the result is

(i/2)⟨χ_μ|(R_μν×r)_k v_J|χ_ν⟩,

where v_J is the zero-field Coulomb potential of the electrons. It enters as V does in h¹: as a fixed potential seen by a basis function whose phase changes. It contributes to q and creates no coupling between amplitudes.

The electron density ρ = Σ_μν D_μν ω_μω_ν* shows the physics. Its first-order part is

ρ¹ = Σ_μν D¹_μν χ_μχ_ν − (i/2)Σ_μν D⁰_μν(R_μν×r)_k χ_μχ_ν.

Both sums pair an antisymmetric with a symmetric factor, so ρ¹(r) = 0 at every point. To first order, the field sets up currents without moving charge.

**Remark 2: the sign of the exchange coupling**

For any real amplitudes u, define the antisymmetric function

γ(1,2) = Σ_ai u_ai[φ_a(1)φ_i(2) − φ_i(1)φ_a(2)].

Squaring it gives four products. Integrated with r₁₂⁻¹, they are (ab|ij), −(aj|bi), −(aj|bi) and (ab|ij), summed with u_ai u_bj. Therefore

Σ u_ai u_bj[(aj|bi) − (ab|ij)] = −½∫∫γ(1,2)² r₁₂⁻¹ ≤ 0.

Exchange coupling lowers M below the diagonal matrix of orbital-energy differences, Δ. The lowest eigenvalue of M thus cannot exceed the smallest gap. If M is still positive, then qᵀM⁻¹q ≥ qᵀΔ⁻¹q for the same q: the response measured along the perturbation grows. With a single amplitude this means a larger |u|; with several, the inequality does not fix the change of each amplitude.

If an eigenvalue of M approaches zero, u diverges unless q has no component along that eigenvector. The real solution is then at the edge of an instability towards complex orbitals, and (A3) fails.

**Remark 3: two limits**

*No exchange.* Multiply exchange by a factor c throughout. The coupling in M and the exchange parts of q acquire the factor c. At c = 0 the equations separate,

u_ai = −q_ai/(ε_a−ε_i),

although v_J still appears in q. The same separation holds for a Kohn–Sham functional that depends on the density and its gradient alone: with ρ¹ = 0 at every point, its potential has no first-order change. A global hybrid, with one fraction c of exchange at all distances, retains c times the coupling. In a range-separated hybrid the coupling has the same form but is built with the modified interaction in place of r₁₂⁻¹, and it is not a multiple of the full coupling.

*One atom.* If all functions share one centre, every R_μν is zero. Then S¹ and all differentiated two-electron integrals vanish, and h¹ = ½L_k about the nucleus. For a spherical closed-shell atom in a basis of complete angular shells, L_k turns an occupied orbital into a combination of occupied orbitals of the same shell. So h¹_ai = 0, q = 0 and u = 0, wherever the gauge origin lies. This does not mean that no current flows: the vector potential in π produces one even when the orbitals are unchanged. A closed-shell linear molecule with an axially symmetric state and basis and the field along its axis also has u = 0: R_μν is parallel to the field, so every (R_μν×r)_k vanishes, and L_k about the axis again maps occupied orbitals onto occupied orbitals.

**A four-centre example**

The model has four electrons and four centres in the xy plane, with charges 1.1, 0.9, 1.2 and 0.8; the field is along z. Each centre carries two s functions and two in-plane p-like functions, each made of two displaced Gaussians with a common phase centre. This small basis defines a model, not a converged molecule. Positions and exponents are in the numerical output.

The highest occupied and lowest virtual energies are −0.3693 and 0.2824 hartree, so the smallest gap is

0.2824 + 0.3693 = 0.6517 hartree.

The lowest eigenvalue of M is 0.2655 hartree, lower by 0.386 hartree, in the direction required by Remark 2. That of N is 0.3460 hartree. Both are positive, so (A3) holds for the matrices.

The norm of u is 1.339 per atomic unit of field. With the coupling dropped and q unchanged it is 0.556, so coupling raises it by a factor 1.339/0.556 = 2.41. The largest single amplitude is 1.301. Its share of the squared norm is (1.301/1.339)² = 0.94, so for the coordinate zero used here one orbital pair carries most of the norm; this share changes with the coordinate zero, as shown next, and is not a property of the state. In ordinary units the norm is 5.7×10⁻⁶ per tesla, which at 10 T makes a mixing of about 6×10⁻⁵.

These amplitudes are not observables. Move the zero of the coordinates so that r, R_μ and O all increase by a vector t. Then A_μ is unchanged, but ω_μ gains the constant phase exp(−iA_μ·t), different for each centre. Coefficients compensate with the opposite phase, and

D¹_μν → D¹_μν + (i/2)[R_μν×t]_k D⁰_μν.

The added term is again imaginary and antisymmetric, so the theorem is unaffected, but the sizes of D¹, u and q change. The values here belong to a coordinate zero at the first centre. The full equations describe the same physical state for any choice. If u shifts by δ, q must shift by −Mδ; dropping the coupling then shifts the solution by Δ⁻¹Mδ instead of δ. The error made by dropping it therefore also depends on the coordinate zero. The eigenvalues of M do not.

The terms of the Fock matrix separate as derived. The Coulomb response to D¹ has norm 1.6×10⁻¹⁵, which is rounding error, against 1.68 for exchange, both in hartree per atomic unit of field. The first number is not a separate test: the finite-field D¹ used here comes from conjugate runs at ±B (see below), so it is imaginary and antisymmetric by construction, and its Coulomb response vanishes by (ii) whether or not it is converged. Of the Coulomb terms with D⁰, the one with the phase on the density pair is 3×10⁻¹⁶, while the one with the phase on the Fock pair is 11.5. The last number is the norm of the whole matrix over basis functions, for the coordinate zero chosen here. It shows that this Coulomb term does not vanish by symmetry. Only its virtual–occupied block enters q, and that block was not printed separately.

The independent check solves the self-consistent equations with complex GIAOs at finite fields ±b and ±2b, with b = 0.002 atomic units, and forms

D¹ ≈ {8[D(b)−D(−b)] − [D(2b)−D(−2b)]}/(12b).

Relative to the norm of this D¹, the error of the coupled equations is 3×10⁻⁸. Without the coupling it is 0.58. With N in place of M, that is, with the response matrix of a real perturbation, it is 0.23. The last two sizes belong to the coordinate zero chosen here. In the model without exchange, the separated equations agree with the finite-field result to 2×10⁻⁷. The two-sided outcome tests the claim: the exchange coupling is needed when exchange is present, and none is needed when it is absent.

The relation D(−B) = D(B)* holds in the output with no deviation at all. Reversing B conjugates every integral, and both calculations start from the same real density, so they run through conjugate steps. The exact zero therefore follows from the way the calculations are run and would appear even before convergence. It is not a separate test of the symmetry, and it does not exclude other branches of solutions.

**Where the result stops**

Statement (i) rests on real zero-field orbitals. If an open shell carries an orbital current at zero field, D⁰ is complex; the real and imaginary parts of the corresponding open-shell equations then mix, and a first-order change of the density is no longer excluded. The result is also one of first order. At the point (0.7, 0.9, 0.4) bohr the density, 0.0863 bohr⁻³ without field, changes by −1.3×10⁻⁷ bohr⁻³ at 0.004 atomic units of field. This change is even in B; the odd part is zero in the output, as the conjugate runs at ±B force it to be. The density, and with it the Coulomb potential, does respond to the field. An even change has no first-order term, so second order is the lowest allowed; the power of B was not tested, since only one field strength was used.

Computed results

```
MODEL (atomic units)
centre 1: charge 1.1 e, x 0.0, y 0.0, z 0.0 bohr
centre 2: charge 0.9 e, x 1.5, y 0.0, z 0.0 bohr
centre 3: charge 1.2 e, x 1.8, y 2.4, z 0.0 bohr
centre 4: charge 0.8 e, x 0.2, y 2.5, z 0.0 bohr
s exponents: [1.2, 0.3] bohr^-2
p-like: exponent 0.6 bohr^-2, shift 0.25 bohr
electrons 4, basis functions 16
finite-field step: 0.002 a.u. = 470.1 T
ZERO FIELD
electronic energy: -4.878979 hartree
occupied energies: [-0.6718  -0.36934] hartree
lowest virtual energy: 0.28237 hartree
LOWEST HESSIAN EIGENVALUES (hartree)
orbital-energy differences only: 0.65170
magnetic, exchange coupling: 0.26547
real perturbation: 0.34597
FIRST-ORDER RESULTS (per a.u. of field)
norm of u, coupled: 1.338640
norm of u, coupling dropped: 0.556429
ratio coupled/dropped: 2.40577
largest |u|, coupled: 1.300852
norm of D1, coupled: 4.529329
norm of u, coupled, per tesla: 5.6951e-06 T^-1
FOCK TERMS (norms, hartree per a.u. of field)
Coulomb response to D1: 1.6e-15
exchange response to D1 (with 1/2): 1.676471
Coulomb, D0, phase on Fock pair: 11.548916
Coulomb, D0, phase on density pair: 3.1e-16
angular-momentum part of h1: 1.839191
CHECKS AGAINST FINITE FIELD
max errors of S1, h1, two-electron (a.u.): 3.4e-11 1.2e-10 2.8e-10
max change on moving origin (a.u.): 6.2e-16
max |D(-B)-D(B)*|: 0.0e+00
relative real part of D1: 0.0e+00
relative error of D1, coupled: 2.9e-08
relative error, coupling dropped: 0.58028
relative error, real-type Hessian: 0.22572
relative error, exchange-free model: 1.8e-07
density at test point, B=0: 0.086320 bohr^-3
density change, even in B: -1.31e-07 bohr^-3
density change, odd in B: 0.0e+00 bohr^-3
```
